Static structure factor of the electron gas from the Lindhard function

**Question**

I am working on an exercise about inelastic X-ray scattering and electron energy loss. It asks for S(q,ω) of a free Fermi gas at zero temperature, starting from the Lindhard function, and then for the static structure factor S(q) = ∫S(q,ω)dω at all q. The last part says that with the Coulomb interaction S(q) tends to q²/(2ω_p) at small q, and asks me to contrast the two cases.

I have two problems. I lose track of which parts of the Lindhard function contribute at a given ω, so my integral comes out wrong. And I don't see how the interaction can change the power of q. Both gases obey the same f-sum rule, ∫ωS(q,ω)dω = q²/2, and at small q I expected the interaction to be a correction to the free result. What is wrong with that picture?

**Answer**

The f-sum rule fixes the product of S(q) and the mean energy transfer, not S(q) itself. In the free gas that mean energy vanishes as q → 0. With the Coulomb interaction it tends to ω_p. Both statements are derived below, the second within the random-phase approximation, and your integral becomes short once the right variable is used.

I use Hartree atomic units and an unpolarized spin-1/2 gas of density n = kF³/(3π²) at T = 0, with q > 0.

**From the response to the spectrum**

Let ρ_q = Σ_j exp(iq·r_j), and let ω_m be the excitation energy of state m. Per electron,

S(q,ω) = (1/N) Σ_m |⟨m|ρ_q|0⟩|² δ(ω − ω_m).

The uniform ground state has ⟨0|ρ_q|0⟩ = 0, so there is no elastic term. Let χ be the density change divided by the potential energy that causes it. First-order perturbation theory, with the symmetry between q and −q, gives

χ(q,z) = n ∫₀^∞ dω′ S(q,ω′) [1/(z−ω′) − 1/(z+ω′)].  (1)

Set z = ω + i0 with ω > 0. The first fraction has imaginary part −πδ(ω−ω′) and the second has none. Hence

S(q,ω) = −Im χ(q,ω)/(πn).  (2)

**The Lindhard function**

With ε_k = k²/2, occupation f_k and Δ_k = ε_{k+q} − ε_k, the free response is

χ₀ = 2∫d³k/(2π)³ (f_k − f_{k+q})/(z − Δ_k).

The factor 2 counts spin. In the term with f_{k+q}, substitute k → −k−q. Then f_{k+q} becomes f_k and Δ_k becomes −Δ_k, so that

χ₀ = 2∫d³k/(2π)³ f_k [1/(z−Δ_k) − 1/(z+Δ_k)].  (3)

Take the z axis of k along q and write k_z = kF t. With

x = q/(2kF),  u = z/(q kF),

the energy transfer is Δ_k = q k_z + q²/2 = q kF(t + x). A slice of the Fermi sphere at fixed t has area πkF²(1−t²) and thickness kF dt. The prefactor is therefore 2πkF³/(8π³ q kF) = kF²/(4π²q), and

χ₀ = [kF²/(4π²q)] ∫₋₁¹ dt (1−t²) [1/(u−x−t) − 1/(u+x+t)].

Replacing t by −t in the second term gives

χ₀ = [kF²/(4π²q)] [Φ(u−x) − Φ(u+x)],  (4)

Φ(y) = ∫₋₁¹ dt (1−t²)/(y−t).

To evaluate Φ, write 1−t² = (1−y²) + (y−t)(y+t). The last product cancels the denominator and integrates to 2y, so

Φ(y) = 2y + (1−y²) ln[(y+1)/(y−1)].

Just above the real axis, the integral form gives Im Φ = −π(1−y²) for |y| < 1 and zero otherwise. Let [a]₊ mean a if a is positive and zero if not. From (2) and (4), the prefactor of S₀ is kF²/(4π²qn) = 3/(4qkF), and

S₀(q,ω) = [3/(4qkF)] {[1−(u−x)²]₊ − [1−(u+x)²]₊}.  (5)

**Which parts contribute**

For q < 2kF we have x < 1, and there are two ranges.

If 0 < u < 1−x, both brackets are positive. Their difference is (u+x)² − (u−x)² = 4ux = 2ω/kF², so

S₀ = 3ω/(2kF³q) for 0 < ω < qkF − q²/2.

If 1−x < u < 1+x, the second bracket has vanished and the first remains:

S₀ = [3/(4qkF)] [1−(u−x)²] for qkF − q²/2 < ω < qkF + q²/2.

For q > 2kF, u+x exceeds 1 for every positive ω. The second bracket never contributes, and the spectrum is one parabola between q²/2 − qkF and q²/2 + qkF.

**The integral over energy**

It is easier not to split the integral. Since dω = qkF du, the prefactor becomes 3/4. Put ν = u−x in the first bracket and ν = u+x in the second. The lower limit u = 0 becomes −x in one and +x in the other, so everything above ν = x cancels:

S₀(q) = (3/4) ∫₋ₓˣ dν [1−ν²]₊.

For x ≤ 1 this is (3/4)(2x − 2x³/3) = 3x/2 − x³/2, or

S₀(q) = 3q/(4kF) − q³/(16kF³), q ≤ 2kF.  (6)

For x ≥ 1 the integral stops at ν = ±1, and S₀ = (3/4)(4/3) = 1. The two forms agree at q = 2kF, where 3/2 − 1/2 = 1.

Pauli blocking explains the result. ρ_q moves an electron from k to k+q, which is possible if k+q is empty. S₀(q) is thus the fraction of the Fermi sphere that falls outside the original sphere after a shift by q. For small q this is a layer of thickness q cosθ on the forward hemisphere. Its volume is

kF²q · 2π ∫₀¹ cosθ d(cosθ) = πkF²q.

Division by 4πkF³/3 gives 3q/(4kF), the linear term. Beyond 2kF the spheres no longer overlap and no electron is blocked.

Zero temperature matters here. At T > 0, S₀(q → 0) is the average of 1−f_k over the electrons, which is positive, so the linear law fails at the smallest q.

**Adding the Coulomb interaction**

I use the random-phase approximation (RPA): the electrons respond as free particles to the applied potential φ plus the mean Coulomb potential of the induced density δn. With v = 4π/q²,

δn = χ₀(φ + vδn), so χ = χ₀/(1 − vχ₀).  (7)

What follows is proved for this mean-field theory.

First, χ must still have the form (1) with S ≥ 0. Equation (1) for the free gas reads

χ₀ = n∫dω′ S₀(q,ω′) 2ω′/(z²−ω′²).

If z² is not real, χ₀ has a nonzero imaginary part. If z² is negative, χ₀ < 0. In neither case can 1−vχ₀ vanish, so χ has no poles off the real axis. On the axis, Im χ = Im χ₀/|1−vχ₀|² ≤ 0 inside the pair continuum. For q > 2kF there is a gap below the continuum; there ω² < ω′² for every contributing ω′, so χ₀ < 0 and 1−vχ₀ > 1, and no pole can occur. Above the continuum χ₀ is positive and falls steadily to zero, so there is at most one pole, at an energy ω_q with vχ₀(q,ω_q) = 1. This is the plasmon. Near it, 1−vχ₀ ≈ −v(∂χ₀/∂ω)(ω−ω_q) and χ₀ ≈ 1/v. Comparing with nZ/(ω−ω_q) from (1), the plasmon contributes to S(q) the weight

Z = −1/(n v² ∂χ₀/∂ω) > 0.  (8)

**Moments that fix the limit**

Let m_j = ∫ω^j S(q,ω)dω, so that S(q) = m₀. At large z, (1) becomes

χ = 2n (m₁/z² + m₃/z⁴ + …).

For the free gas, the same expansion of (3) shows that m₁ and m₃ are the averages of Δ_k and Δ_k³ over the Fermi sphere. Odd powers of k_z average to zero and ⟨k_z²⟩ = kF²/5, hence

m₁ = q²/2,

m₃ (free) = 3q²(kF²/5)(q²/2) + q⁶/8 = (q²/2)(3kF²q²/5 + q⁴/4).

In the RPA, χ = χ₀ + vχ₀² + …. The term vχ₀² starts at 1/z⁴, so m₁ is unchanged: this is the shared f-sum rule. At order 1/z⁴ it adds v(2nm₁)² = 4πn²q² to 2nm₃, and therefore 2πnq² = (q²/2)ω_p² to m₃, where ω_p² = 4πn. Thus

m₃ = (q²/2)(ω_p² + 3kF²q²/5 + q⁴/4).

The third input is the static response. At z = 0, (1) gives m₋₁ = −χ(q,0)/(2n). Since χ₀(q,0) is negative,

−χ(q,0) = |χ₀|/(1+v|χ₀|) < 1/v,

and so m₋₁ < 1/(2nv) = q²/(2ω_p²). This is screening: in the RPA the induced charge cannot do more than cancel the applied potential. The strict inequality belongs to the RPA. With a local exchange-correlation kernel added to v, −vχ(q,0) slightly exceeds 1 in a dilute gas (1.0008 at q = 0.2kF for r_s = 5.6 bohr, where n = 3/(4πr_s³)).

Now enclose S(q). The Cauchy-Schwarz inequality gives m₀² ≤ m₁m₋₁, hence S(q) < q²/(2ω_p). Hölder's inequality, applied to ωS = S^(2/3) (ω³S)^(1/3), gives m₁ ≤ m₀^(2/3) m₃^(1/3), that is, m₀ ≥ m₁^(3/2)/m₃^(1/2). Together,

(q²/2)/√(ω_p² + 3kF²q²/5 + q⁴/4) ≤ S(q) < q²/(2ω_p).  (9)

As q → 0 the two sides approach each other, and

S(q) → q²/(2ω_p).  (10)

**Why the interaction is not a small correction**

The bare interaction v = 4π/q² grows without limit as q → 0. In the continuum of a small-q spectrum, u is of order 1. Expanding (4) in x gives χ₀ ≈ −[kF/(4π²)]Φ′(u), with Φ′(u) = 4 − 2u ln[(u+1)/(u−1)]. So at fixed u ≠ 1, χ₀ stays of order kF/π² while v diverges. Near u = 1 the expansion fails and χ₀ grows as ln(1/x): at the upper edge u = 1+x, (4) gives [kF/(2π²)][(1+x) ln(1+1/x) − 1]. This only strengthens the suppression found below. For 0 < u < 1 the logarithm has an imaginary part, and at u = 0 Φ′ is 4, so χ₀ does not vanish there. The pair spectrum is

S_pair(q,ω) = S₀(q,ω)/|1−vχ₀|²,

and the denominator grows as 1/q⁴. The total pair weight drops from order q to order q⁵.

The f-sum still has to be q²/2. Pair energies are of order q, so pairs supply a part of order q⁶, and the plasmon must supply the rest. In the same way pairs supply order q⁸ of m₃. Dividing the plasmon parts of m₃ and m₁ gives

ω_q² = ω_p² + 3kF²q²/5 + O(q⁴).

With Z = (q²/2)/ω_q up to a relative error of order q⁴, and the pairs added,

S(q) = [q²/(2ω_p)] [1 − 3kF²q²/(10ω_p²)] + O(q⁵).  (11)

The correction factor in (11) is an RPA result. At kF = 1 bohr⁻¹, adding a static local-density exchange-correlation kernel to v lowers the coefficient of q² extracted at q = 0.05 bohr⁻¹ from 0.69 to 0.55 bohr². It raises S(q) by about 2% at q = 0.4 bohr⁻¹ and 7% at q = 1.0 bohr⁻¹.

In terms of the mean energy transfer m₁/m₀, the free gas has (q²/2)/(3q/4kF) = 2qkF/3 at small q, while the RPA gas has ω_p. The same f-sum then gives one power of q in the first case and two in the second.

The order of limits matters. If the interaction strength is sent to zero at fixed q, (7) returns the free result. If q goes to zero at fixed strength, v|χ₀| becomes large at ω = 0 and in the pair continuum, the weight moves to the plasmon, where vχ₀ = 1, and (10) holds.

**A worked case: kF = 1 bohr⁻¹, q = 0.4 bohr⁻¹**

These are round model values. Here x = 0.2 and qkF ∓ q²/2 = 0.40 ∓ 0.08, so the free spectrum is a straight line up to 0.32 Ha and a parabola from there to 0.48 Ha. The height at the join is

S₀ = 3(0.32)/(2 × 0.4) = 1.20 Ha⁻¹.

The line encloses a triangle of area (1/2)(0.32)(1.20) = 0.192. On the parabola, ν = u−x runs from 1−2x = 0.6 to 1, with area

(3/4)[ν − ν³/3] from 0.6 to 1 = (3/4)(0.6667 − 0.5280) = 0.104.

The sum is 0.296. Equation (6) gives 0.300 − 0.004 = 0.296.

For the interacting gas, n = 0.03377 bohr⁻³ and ω_p = √(4πn) = 0.6515 Ha (17.7 eV). Solving vχ₀ = 1 numerically gives ω_q = 0.7301 Ha (19.9 eV), above the continuum edge at 0.48 Ha. Equation (8) gives Z = 0.1079, and the remaining pairs have weight 0.0041:

S(q) = 0.1079 + 0.0041 = 0.1121 (from unrounded values).

At 0.32 Ha the pair spectrum has fallen from 1.20 to 0.012 Ha⁻¹, a factor of about 100. The f-sum is intact: the plasmon gives 0.0788 Ha and the pairs 0.0012 Ha, together q²/2 = 0.0800 Ha. The mean energy transfer is 0.080/0.296 = 0.27 Ha in the free gas and 0.080/0.112 = 0.71 Ha in the RPA.

The bounds (9) read

0.080/√(0.4244 + 0.0960 + 0.0064) = 0.1102,

0.080/0.6515 = 0.1228,

and the RPA value lies between them. The limiting form q²/(2ω_p) is about 10% above the RPA value at this q.

Here is the contrast over a wider range, with q in bohr⁻¹:

| q | free S₀ | RPA S | q²/(2ω_p) |
|---|---|---|---|
| 0.1 | 0.0749 | 0.00762 | 0.00767 |
| 0.2 | 0.1495 | 0.0299 | 0.0307 |
| 0.4 | 0.296 | 0.112 | 0.123 |
| 1.0 | 0.688 | 0.501 | 0.767 |
| 2.0 | 1.000 | 0.945 | 3.07 |
| 3.0 | 1.000 | 0.989 | 6.91 |

At q = 0.1 bohr⁻¹ the free value is about ten times the RPA value, and the plasmon carries 99.96% of the RPA weight. At 0.4 bohr⁻¹ its share is 96.3%. The plasmon meets the continuum at q = 0.718 bohr⁻¹. Beyond that it is no longer a separate pole, though S(q) is still defined by the whole spectrum.

At q = 1.0 bohr⁻¹ the limiting form is 53% above the RPA value. At larger q it keeps growing, while the RPA values in the table approach 1. It remains a true upper bound in the RPA, but no longer a useful estimate. The two leading laws, 3q/(4kF) and q²/(2ω_p), cross at q = 3ω_p/(2kF) = 0.977 bohr⁻¹. That crossing marks no transition, since the small-q form has already become inaccurate there.

The small-q powers can be checked numerically. Between q = 0.02 and 0.04 bohr⁻¹ the free S₀, the RPA S and the RPA pair weight vary as q to the powers 1.000, 1.999 and 5.002. The coefficient of q² in the correction factor of (11) is 3kF²/(10ω_p²) = 0.707 bohr². The value extracted at q = 0.02 bohr⁻¹ is 0.699 bohr², 1.2% below the formula. A difference of this sign is expected, because the positive pair weight of order q⁵ is the next term in S(q).

**What this means for a loss spectrum**

The potential inside the gas is φ + vδn, so the inverse dielectric function is 1/ε = 1 + vχ. With (2), for ω > 0,

−Im(1/ε) = −v Im χ = πnvS(q,ω) = (4π²n/q²) S(q,ω).

The energy-loss function and S(q,ω) therefore contain the same spectrum with different q-dependent factors. To obtain S(q) from a loss function, remove the factor 4π²n/q² first, then integrate over both the plasmon and the pair continuum. This rule uses (2), which holds at T = 0, and a uniform gas. In a real solid the measured loss also contains interband and core transitions, which this model does not have. If you leave the factor in, the RPA integral tends to (4π²n/q²) · q²/(2ω_p) = πω_p/2, a constant, and the q² law is hidden.

Values computed for the example and the checks

```
kF = 1.0 1/bohr; n = 0.033774 1/bohr^3; rs = 1.9192 bohr
plasma frequency = 0.65147 Ha = 17.727 eV
k-grid check at kF = 1.3 1/bohr, q = 1.0 1/bohr:
  relative error of complex Lindhard function = 1.3e-04
  largest error of a bin area = 4.5e-05
  S0 from grid = 0.5485; from formula = 0.5485
Example q = 0.4 1/bohr, x = q/(2kF) = 0.20
  end of line = 0.320 Ha; end of continuum = 0.480 Ha
  w = 0.16 Ha: S0(q,w) = 0.60000 1/Ha; RPA pairs = 0.00745 1/Ha
  w = 0.32 Ha: S0(q,w) = 1.20000 1/Ha; RPA pairs = 0.01196 1/Ha
  w = 0.40 Ha: S0(q,w) = 0.67500 1/Ha; RPA pairs = 0.01369 1/Ha
  w = 0.44 Ha: S0(q,w) = 0.35625 1/Ha; RPA pairs = 0.01121 1/Ha
  area of line = 0.19200; of parabola = 0.10400
  free S0(q) = 0.29600
  RPA plasmon energy = 0.73008 Ha = 19.866 eV
  RPA plasmon weight = 0.107932; pair weight = 0.004120
  RPA S(q) = 0.112052
  RPA f-sum: plasmon = 0.078799 Ha; pairs = 0.001201 Ha; q^2/2 = 0.080000 Ha
Table: q (1/bohr), free S0, RPA S, lower bound, q^2/(2 omega_p)
  0.05  0.037492  0.001915  0.001915  0.001919
  0.10  0.074937  0.007624  0.007621  0.007675
  0.20  0.149500  0.029931  0.029854  0.030700
  0.40  0.296000  0.112052  0.110220  0.122799
  0.60  0.436500  0.229344  0.219445  0.276298
  1.00  0.687500  0.501351  0.442909  0.767495
  1.50  0.914062  0.794829  0.645228  1.726864
  2.00  1.000000  0.944644  0.765592  3.069980
  3.00  1.000000  0.989174  0.881262  6.907455
Share of the plasmon in the RPA S(q):
  q = 0.1 1/bohr: 99.958 percent
  q = 0.2 1/bohr: 99.642 percent
  q = 0.4 1/bohr: 96.323 percent
plasmon meets continuum at q = 0.7178 1/bohr
leading laws cross at q = 3 omega_p/(2kF) = 0.9772 1/bohr
Powers of q between 0.02 and 0.04 1/bohr:
  free S0: 0.9999; RPA S: 1.9988; RPA pair weight: 5.0019
Correction coefficient at q = 0.02 1/bohr: 0.6986 bohr^2; formula: 0.7069 bohr^2
```
